# Exchange-field torque on an interacting dot at zero bias

## Problem

A single-level quantum dot is coupled by weak tunnelling to ferromagnetic leads $r$. All leads have the same temperature $T$ and the same chemical potential, which is the zero of energy. The dot Hamiltonian is

$$H_{\rm dot}=\varepsilon(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow .$$

The unit vector $\mathbf n_r$ points along the majority **spin** of lead $r$. Tunnelling conserves spin. The widths for spins parallel ($+$) and antiparallel ($-$) to $\mathbf n_r$ are

$$\Gamma_{r\pm}=2\pi|t_r|^2\rho_{r\pm}=\Gamma_r(1\pm p_r),$$

with $\rho_{r\pm}$ the densities of states and $p_r$ the polarization. Take flat, wide bands and $\Gamma_r\ll kT$.

1. Find the coherent torque that virtual tunnelling exerts on a dot spin $\mathbf S$, to first order in $\Gamma_r$.
2. Show that it vanishes at the particle–hole symmetric point, and state what this requires of the leads.
3. Decide whether a torque exists in the steady state, and find how fast a prepared spin is damped.
4. Evaluate the result for a CdTe nanocrystal between two Co electrodes with perpendicular magnetizations.

## Solution

### Energy shift of the occupied dot

Consider one lead, drop the index $r$, and quantize spin along $\mathbf n$. A dot holding one electron of spin $\sigma$ has two virtual processes.

- Its electron visits an empty lead state at energy $\omega$. The initial energy minus the intermediate energy is $\varepsilon-\omega$, and the width is $\Gamma_\sigma$.
- An electron of opposite spin enters from a filled state at $\omega$. The difference is $(\varepsilon+\omega)-(2\varepsilon+U)=\omega-\varepsilon-U$, and the width is $\Gamma_{-\sigma}$.

Second-order perturbation theory, averaged over the lead occupations $f(\omega)=1/(e^{\omega/kT}+1)$, gives

$$\delta E_\sigma=P\!\int\!\frac{d\omega}{2\pi}\left[\Gamma_\sigma\frac{1-f}{\varepsilon-\omega}+\Gamma_{-\sigma}\frac{f}{\omega-\varepsilon-U}\right].$$

The principal value $P$ keeps the energy shift; the resonant part describes real transitions, treated below. Subtracting the two spins, and using $1/(\varepsilon-\omega)=-1/(\omega-\varepsilon)$,

$$B\equiv\delta E_+-\delta E_-=-P\!\int\!\frac{d\omega}{2\pi}\,(\Gamma_+-\Gamma_-)\left[\frac{1-f}{\omega-\varepsilon}+\frac{f}{\omega-\varepsilon-U}\right].\tag{1}$$

### The integral

For flat bands $\Gamma_+-\Gamma_-=2p\Gamma$. With symmetric cutoffs sent to infinity, $P\int d\omega/(\omega-\varepsilon)=0$. The integral of the bracket is then

$$J=P\!\int d\omega\, f(\omega)\left[\frac1{\omega-\varepsilon-U}-\frac1{\omega-\varepsilon}\right].$$

Expand the Fermi function in its poles, with $\nu_n=(2n+1)\pi kT$:

$$f(\omega)=\frac12-2kT\sum_{n\ge0}\frac{\omega}{\omega^2+\nu_n^2}.$$

The constant $1/2$ contributes nothing to $J$. For the other terms write $\omega=(\omega-x)+x$ and use partial fractions:

$$P\!\int\!\frac{\omega\,d\omega}{(\omega-x)(\omega^2+\nu^2)}
=\frac{\pi}{\nu}-\frac{\pi x^2}{\nu(x^2+\nu^2)}=\frac{\pi\nu}{x^2+\nu^2}.$$

Each pole therefore contributes $-2\pi kT\,\nu_n/(x^2+\nu_n^2)$. With $y=x/(2\pi kT)$ this equals $-(n+\tfrac12)/[(n+\tfrac12)^2+y^2]$. The digamma function has the series

$$\operatorname{Re}\psi(\tfrac12+iy)=-\gamma_E+\sum_{n\ge0}\left[\frac1{n+1}-\frac{n+\frac12}{(n+\frac12)^2+y^2}\right],$$

where $\gamma_E$ is Euler's constant. The terms independent of $y$ cancel in the difference, so

$$J=\Phi(\varepsilon+U)-\Phi(\varepsilon),\qquad \Phi(x)=\operatorname{Re}\psi\!\left(\frac12+\frac{ix}{2\pi kT}\right).$$

### The torque

Up to a spin-independent constant, the shift is $\tfrac12B\,\mathbf n\cdot\boldsymbol\sigma=B\,\mathbf n\cdot\mathbf S/\hbar$, because $\mathbf S=\hbar\boldsymbol\sigma/2$. In the second-order energy shift both tunnelling events involve the same lead, so the leads contribute separately and add as vectors. From (1), $B_r=-(2p_r\Gamma_r/2\pi)J$, hence

$$\mathbf B=\sum_r\mathbf n_r\frac{p_r\Gamma_r}{\pi}\left[\Phi(\varepsilon)-\Phi(\varepsilon+U)\right].\tag{2}$$

The Heisenberg equation with $[S_j,S_i]=i\hbar\epsilon_{jik}S_k$ gives

$$\frac{dS_i}{dt}=\frac{i}{\hbar}\frac{B_j}{\hbar}[S_j,S_i]=-\frac1\hbar\epsilon_{jik}B_jS_k
\quad\Rightarrow\quad \boxed{\mathbf T=\frac1\hbar\,\mathbf B\times\mathbf S}.$$

Here $\mathbf B$ is an energy.

For $|\varepsilon|,|\varepsilon+U|\gg kT$, the Sommerfeld expansion of $\int f\,d\omega/(\omega-x)$ gives

$$\Phi(\varepsilon)-\Phi(\varepsilon+U)\simeq\ln\left|\frac{\varepsilon}{\varepsilon+U}\right|-\frac{\pi^2(kT)^2}{6}\left[\frac1{\varepsilon^2}-\frac1{(\varepsilon+U)^2}\right].$$

When the occupied level lies close below the Fermi energy, $B_r<0$: majority spin is favoured, because its electron makes larger virtual excursions into the lead. When $\varepsilon+U$ lies close above it, the excursions of a second electron dominate. That electron has the opposite spin, so the sign reverses. For $U=0$ the two processes cancel at every $\varepsilon$ in the wide-band limit.

### The symmetric point

The function $\Phi$ is even. At $\varepsilon=-U/2$ the bracket in (2) is $\Phi(-U/2)-\Phi(U/2)=0$. Every $B_r$ vanishes separately, so the torque is zero for any $\mathbf S$ and any angles between the magnetizations.

Flat bands are not essential. Let $g(\omega)=\Gamma_+(\omega)-\Gamma_-(\omega)$ be even. In the second term of (1) substitute $\omega\to-\omega$ and use $f(-\omega)=1-f(\omega)$:

$$P\!\int g\,\frac{f}{\omega-U/2}\,d\omega=-P\!\int g\,\frac{1-f}{\omega+U/2}\,d\omega ,$$

which cancels the first term. A symmetric dot level alone is not sufficient. An even $g$ in each lead guarantees the zero; with an uneven $g$ the field is nonzero, apart from accidental cancellation.

If each lead has paired levels $\omega_{\bar k}=-\omega_k$ with equal tunnelling amplitudes, a statement beyond weak coupling follows. Consider the antiunitary map $d_\sigma\to d_\sigma^\dagger$, $c_{k\sigma}\to-c^\dagger_{\bar k\sigma}$.

- The dot energy is $\tfrac U2(n_\uparrow+n_\downarrow-1)^2-\tfrac U2$, which is unchanged when the electron number $N$ becomes $2-N$.
- The lead energies map into each other, since $\sum_k\omega_k=0$.
- A tunnelling term $t\,c_{ka}^\dagger d_b$ becomes $-t^*c_{\bar ka}d_b^\dagger=t^*d_b^\dagger c_{\bar ka}$, the Hermitian conjugate of its partner.
- The spin $d_a^\dagger\boldsymbol\sigma_{ab}d_b$ becomes $\boldsymbol\sigma_{ab}^*d_ad_b^\dagger=-d_b^\dagger\boldsymbol\sigma_{ba}d_a$, because $\boldsymbol\sigma$ is traceless and Hermitian. It changes sign.

The equilibrium state is invariant while $\mathbf S$ is reversed, so $\langle\mathbf S\rangle=0$ for any tunnelling strength, also with non-collinear leads.

### Steady state and damping

To zeroth order in $\Gamma$, the equilibrium state is the Gibbs state of the isolated dot, which has no preferred spin direction. Hence $\langle\mathbf S\rangle=0$ and there is no steady torque at first order, even where $\mathbf B\ne0$. The torque acts on a spin that has been prepared.

Real tunnelling damps this spin. In units of $1/\hbar$, a $\pm$ spin is lost at the rate $\Gamma_\pm[1-f(\varepsilon)]+\Gamma_\mp f(\varepsilon+U)$. Coherence between the two spin states decays at half the sum of their loss rates:

$$\frac1\tau=\sum_r\frac{\Gamma_r}{\hbar}\left[1-f(\varepsilon)+f(\varepsilon+U)\right].\tag{3}$$

This is the damping of the spin components perpendicular to $\mathbf M=\sum_rp_r\Gamma_r\mathbf n_r/\sum_r\Gamma_r$. By (2), $\mathbf B$ is parallel to $\mathbf M$, so these are the components that precess. Their damping does not vanish at $\varepsilon=-U/2$.

While the dot stays mostly singly occupied, the component along $\mathbf M$ decays more slowly. Outside that range this can fail: with the level above the Fermi energy, a spin prepared along $\mathbf M$ leaves faster than (3) and one prepared against it more slowly. The two spin states empty or doubly fill the dot at different rates, and the electron that then restores single occupation carries part of the spin back. When such charge changes are rare, the rate is (3) multiplied by $1-|\mathbf M|^2$. For a single half-metallic lead this is zero.

A half-metallic lead ($\Gamma_-=0$) allows an exact comparison, because the number of minority electrons on the dot is conserved. Take $\varepsilon=-kT$, $U=4kT$, $\Gamma_+=0.005\,kT$ and a flat band from $-20kT$ to $20kT$. Exact dynamics gives a precession energy of $-6.010\times10^{-4}kT$, against $-6.017\times10^{-4}kT$ from (1) with these band edges. The damping energy $\hbar/\tau$ is $7.914\times10^{-4}kT$, against $7.909\times10^{-4}kT$ from (3).

### CdTe between Co electrodes

Take $T=77$ K, so $kT=6.635$ meV, with $U=100$ meV and, for each lead, $\Gamma=0.5$ meV and $p=0.35$. These are rough model inputs. Then $p\Gamma/\pi=55.7\ \mu$eV. At $\varepsilon=-20$ meV,

$$B_r=55.7\,(-0.9165-0.6398)\ \mu{\rm eV}=-86.7\ \mu{\rm eV}.$$

For $\mathbf n_1=\hat{\mathbf z}$ and $\mathbf n_2=\hat{\mathbf x}$, $|\mathbf B|=\sqrt2\times86.7=123\ \mu$eV. This corresponds to 1.06 T for $g=2$ and a period $h/|\mathbf B|=34$ ps. For $\mathbf S=\tfrac\hbar2\hat{\mathbf y}$,

$$\mathbf T=-86.7\,(\hat{\mathbf z}+\hat{\mathbf x})\times\tfrac12\hat{\mathbf y}\ \mu{\rm eV}=43.3\,(\hat{\mathbf x}-\hat{\mathbf z})\ \mu{\rm eV},$$

of magnitude 61 $\mu$eV.

With the other inputs fixed, the gate changes the result as follows.

| $\varepsilon$ (meV) | $B_r$ ($\mu$eV) | $\hbar/\tau$ ($\mu$eV) |
|---:|---:|---:|
| −20 | −86.7 | 46.8 |
| −35 | −37.7 | 5.2 |
| −50 | 0 | 1.1 |
| −65 | 37.7 | 5.2 |
| −80 | 86.7 | 46.8 |

The largest torque in the table does not give the most precession. The angle turned in one damping time is $|\mathbf B|\tau/\hbar$: about 2.6 rad at $-20$ meV and about 10 rad at $-35$ meV.

Cotunnelling reduces both figures, the second more strongly. A lead electron can enter with one spin while the dot electron leaves with the other. The two time orders add. For lead electrons at the Fermi energy this gives an amplitude proportional to $1/|\varepsilon|+1/(\varepsilon+U)$. The golden rule, with $\int f(1-f)d\omega=kT$ and both flip directions counted, gives the scale

$$\frac{\hbar}{\tau_{\rm cot}}\sim\frac{\Gamma_{\rm tot}^2kT}{\pi}\left(\frac1{|\varepsilon|}+\frac1{\varepsilon+U}\right)^2,\qquad \Gamma_{\rm tot}=\sum_r\Gamma_r .$$

This is about 4 $\mu$eV at $-35$ meV, which lowers the angle to roughly 6 rad. The estimate leaves out the thermal spread of the lead energies. Averaging the squared amplitude over $f(1-f)$, with the resonant part already counted in (3) removed, raises the rate to about 5 $\mu$eV at $-35$ meV and brings the angle to about 5 rad. At $-20$ meV the spread lowers the rate slightly, from about 8.3 to about 7.6 $\mu$eV, and the angle is about 2.3 rad. At the midpoint the estimate is 3.4 $\mu$eV, or about 4 $\mu$eV with the spread, more than the damping from (3).

### Band splitting and the real device

Exchange splitting makes the Co bands uneven about the Fermi energy. Model each spin band as flat, with half-width $D$, the majority band shifted down by $\delta/2$ and the minority band up by $\delta/2$. Removing the parts of (1) outside edges $D_{\rm low},D_{\rm up}$, where $f$ is 1 or 0, adds $\ln[(D_{\rm up}-\varepsilon)/(\varepsilon+U-D_{\rm low})]$ to $J$ for that spin. At $\varepsilon=-U/2$ these logarithms are $-L$ for majority and $+L$ for minority spin, so

$$B_r=\frac{\Gamma_++\Gamma_-}{2\pi}L=\frac{\Gamma}{\pi}L,\qquad L=\ln\frac{D+\delta/2+U/2}{D-\delta/2+U/2}.$$

For rough values $D=5$ eV and $\delta=1$ eV, the residual field is 32 $\mu$eV per lead, and the zero moves from $-50$ to about $-37$ meV. The gate can still null the field in this model, but not at the symmetric dot level. The precession angles found above hold only for even bands: at $-35$ meV the split bands leave a field of about $-6\ \mu$eV per lead, and the angle without cotunnelling falls from about 10 to about 1.6 rad.

Other assumptions also matter in a real device. For a radius of 2 nm, effective mass $0.1m_e$ and permittivity 10, a hard-wall sphere gives a level spacing near 1 eV and a Coulomb energy near 130 meV. Finite barriers of 2 to 4 eV lower the spacing to about 0.5 eV if the mass in the barrier is $m_e$, or to 0.6–0.7 eV if it equals the mass in the dot, and a mass that grows with energy lowers it further. It still exceeds $U$ several times, which supports the single-level picture. The Coulomb estimate assumes the same permittivity outside the dot: a weakly polarizable ligand shell raises it and nearby metal lowers it, so $U=100$ meV remains a model input. The three lowest excited orbitals could change the bracket in (2) by roughly $3U/\text{spacing}$, if their spin-dependent interaction were as large as $U$. This is 0.3 for the hard wall and 0.6 for a spacing of 0.5 eV; the bracket is 1.56 in magnitude at $-20$ meV. The chosen $\Gamma$ assumes good contact, and a thicker tunnel barrier lowers it and the torque together. Since $\Gamma_{\rm tot}/kT=0.15$, corrections of higher order need not be negligible. Stray induction depends on the electrode shape: a full 1.8 T would give a Zeeman energy of 208 $\mu$eV at $g=2$, larger than the exchange field found here. The values are set out in the numerical output.

## Table of computed values

```
CdTe dot, two perpendicular hcp-Co leads (rough inputs)
temperature = 77 K; kT = 6.635 meV
U = 100 meV; Gamma per lead = 0.50 meV
polarization p = 0.35
p Gamma/pi = 55.70 ueV
eps = -20 meV: B per lead = -86.69 ueV, |B| = 122.60 ueV
  torque on hbar/2 = 61.30 ueV; hbar/tau = 46.80 ueV; cotunnelling size = 8.25 ueV
eps = -35 meV: B per lead = -37.66 ueV, |B| = 53.27 ueV
  torque on hbar/2 = 26.63 ueV; hbar/tau = 5.15 ueV; cotunnelling size = 4.08 ueV
eps = -50 meV: B per lead = 0.00 ueV, |B| = 0.00 ueV
  torque on hbar/2 = 0.00 ueV; hbar/tau = 1.07 ueV; cotunnelling size = 3.38 ueV
eps = -65 meV: B per lead = 37.66 ueV, |B| = 53.27 ueV
  torque on hbar/2 = 26.63 ueV; hbar/tau = 5.15 ueV; cotunnelling size = 4.08 ueV
eps = -80 meV: B per lead = 86.69 ueV, |B| = 122.60 ueV
  torque on hbar/2 = 61.30 ueV; hbar/tau = 46.80 ueV; cotunnelling size = 8.25 ueV
at eps = -20 meV: Phi(eps) = -0.9165, Phi(eps+U) = 0.6398
  torque (x,y,z) for S = +y hbar/2: 43.35, 0.00, -43.35 ueV
  equivalent field at g=2 = 1.059 T
  precession period = 33.7 ps
Neglected effects, rough sizes
Co half-band = 5.0 eV; band splitting = 1.0 eV
residual B per lead at eps=-U/2 = 31.62 ueV
zero of B with split bands: eps = -37.14 meV
CdTe radius = 2.0 nm; mass = 0.10 m_e; permittivity = 10
hard-wall s-p spacing = 983 meV; Coulomb estimate = 129 meV
excited-orbital size 3U/spacing = 0.305
Zeeman energy at full Co induction 1.8 T, g=2 = 208 ueV
total Gamma/kT = 0.151
Model tests, dimensionless energies
two-lead doublet gap = 5.93694e-06; second order = 5.93707e-06
strong-coupling gap: symmetric = 1.8e-15, detuned = 0.0472, uneven leads = 0.0227
thermal Pauli spin: symmetric = 2.2e-15, detuned = 0.0524
thermal-spin ratio on doubling hopping = 3.9975
exact dynamics eps/kT=-1, U/kT=4: B/kT=-6.010e-04 (formula -6.017e-04)
  hbar/(tau kT)=7.914e-04 (formula 7.909e-04)
exact dynamics eps/kT=-2, U/kT=4: B/kT=5.491e-14 (formula -0.000e+00)
  hbar/(tau kT)=5.969e-04 (formula 5.960e-04)
```
